# Clebsch-Gordan Coefficients from a Tridiagonal Matrix, with Signs and Error Bounds

## The decision: accept a computed column or not

A calculation with large angular momenta may need every coefficient $\langle j_1m_1;j_2m_2|JM\rangle$ at one value of $M$. A symmetric eigenvalue routine delivers them together, but each column comes with an arbitrary sign, and some entries may be smaller than the rounding error. Before a column enters a matrix element, one must decide whether its sign is certain and how many digits can be used. Because the eigenvalues are known in advance, the residual of the column gives a sufficient test for the sign and a bound on the absolute error of its entries. It guarantees no digits of entries smaller than that bound.

## The matrix

Let $\mathbf J=\mathbf J_1+\mathbf J_2$, where $\mathbf J_1$ and $\mathbf J_2$ act on different factors and therefore commute. The ladder operators $J_\pm=J_x\pm iJ_y$ have the non-negative matrix elements

$$J_\pm|jm\rangle=\hbar\sqrt{(j\mp m)(j\pm m+1)}\,|j,m\pm1\rangle .$$

Substituting $J_x=(J_++J_-)/2$ and $J_y=(J_+-J_-)/(2i)$ for each factor gives

$$J_{1x}J_{2x}+J_{1y}J_{2y}=\tfrac12(J_{1+}J_{2-}+J_{1-}J_{2+}),$$

since the terms $J_{1+}J_{2+}$ and $J_{1-}J_{2-}$ cancel. Hence

$$J^2=J_1^2+J_2^2+2J_{1z}J_{2z}+J_{1+}J_{2-}+J_{1-}J_{2+}.$$

Fix $M$, set $m_2=M-m_1$, and order the product states by falling $m_1$, with numbers $k=0,\dots,n-1$. The limits $|m_1|\le j_1$ and $|m_2|\le j_2$ make the first value $m_1=\min(j_1,M+j_2)$ and the last $m_1=\max(-j_1,M-j_2)$. The first three terms of $J^2$ are diagonal. The operator $J_{1-}J_{2+}$ leads from state $k$ to state $k+1$, and its adjoint leads back. The dimensionless matrix $T=J^2/\hbar^2$ is therefore tridiagonal, with

$$a_k=j_1(j_1+1)+j_2(j_2+1)+2m_1m_2,$$
$$b_k=\sqrt{(j_1+m_1)(j_1-m_1+1)(j_2-m_2)(j_2+m_2+1)} .$$

Here $a_k$ is diagonal, $b_k$ couples $k$ to $k+1$, and $m_1,m_2$ belong to state $k$. A factor under the root vanishes only if $m_1=-j_1$ or $m_2=j_2$, which is the last state. So $b_k>0$ for $k<n-1$.

**Spectrum.** The product space splits into multiplets of $\mathbf J$, and each multiplet with $J\ge|M|$ contributes one state at $M$. The number of multiplets with a given $J$ is thus $n(J)-n(J+1)$, where $n(M)$ counts the product states. For $|j_1-j_2|\le M\le j_1+j_2$, $m_1$ runs from $j_1$ down to $M-j_2$, so $n(M)=j_1+j_2-M+1$, and the difference is one. For $0\le M<|j_1-j_2|$ the smaller angular momentum takes all its projections, $n(M)=2\min(j_1,j_2)+1$ is constant, and there are no further multiplets. The eigenvalues of $T$ are therefore $\lambda_J=J(J+1)$, each once, with

$$J=J_{\min},J_{\min}+1,\dots,j_1+j_2,\qquad J_{\min}=\max(|j_1-j_2|,|M|).$$

The components $c_k$ of an eigenvector obey

$$b_kc_{k+1}=(\lambda_J-a_k)c_k-b_{k-1}c_{k-1},\qquad b_{-1}=0. \tag{1}$$

If $c_0$ were zero, (1) would make every later component zero. So $c_0\ne0$, and a sign rule can be attached to it.

## The sign of the first component

The Condon-Shortley convention requires $\langle j_1j_1;j_2,J-j_1|JJ\rangle>0$ and non-negative ladder matrix elements within each $J$ multiplet. Write $C^{M}_{m_1m_2}$ for the coefficient at given $J$. Applying $J_-=J_{1-}+J_{2-}$ to $|JM\rangle$ and projecting on $|m_1m_2\rangle$, with $m_1+m_2=M-1$, gives

$$\sqrt{(J+M)(J-M+1)}\,C^{M-1}_{m_1m_2}=\sqrt{(j_1-m_1)(j_1+m_1+1)}\,C^{M}_{m_1+1,m_2}+\sqrt{(j_2-m_2)(j_2+m_2+1)}\,C^{M}_{m_1,m_2+1}.$$

For $m_1=j_1$ the first term on the right vanishes and the other has a positive factor. The positive sign at $M=J$ is thus handed down along the edge $m_1=j_1$ until $m_2=-j_2$, that is, until $M=j_1-j_2$. Every multiplet contains this $M$, because $J\ge|j_1-j_2|$.

Below it the first state has $m_2=-j_2$. Applying $J_+$ and projecting on $|m_1,-j_2\rangle$, with $m_1-j_2=M+1$, leaves one term, since no state with $m_2=-j_2-1$ exists:

$$\sqrt{(J-M)(J+M+1)}\,C^{M+1}_{m_1,-j_2}=\sqrt{(j_1+m_1)(j_1-m_1+1)}\,C^{M}_{m_1-1,-j_2}.$$

Both factors are positive for $-J\le M<J$, so the coefficient at $M$ has the sign of the one at $M+1$. Starting from the corner $M=j_1-j_2$, we find for every allowed $M$

$$c_0>0,\qquad m_1=\min(j_1,M+j_2). \tag{2}$$

Each value of $M$ can therefore be treated separately, without carrying signs from one $M$ to the next.

## Carrying the sign to a larger component

Rule (2) is exact, but $c_0$ may be too small for a computed value to show its sign reliably. Equation (1) can carry the sign inward. Suppose that for all states from $0$ to $k$

$$|\lambda_J-a_k|\ge b_k+b_{k-1}. \tag{3}$$

Then

$$|c_{k+1}|\ge|c_k|,\qquad \operatorname{sign}c_{k+1}=\operatorname{sign}(\lambda_J-a_k)\operatorname{sign}c_k. \tag{4}$$

The proof is by induction. For $k=0$, (1) reads $b_0c_1=(\lambda_J-a_0)c_0$, and (4) follows from $|\lambda_J-a_0|\ge b_0$. For later $k$, assume $|c_{k-1}|\le|c_k|$. Then

$$|(\lambda_J-a_k)c_k|-b_{k-1}|c_{k-1}|\ge(b_k+b_{k-1})|c_k|-b_{k-1}|c_k|=b_k|c_k|>0 .$$

The first term on the right of (1) thus fixes the sign, and division by $b_k$ gives the growth. We call the state $p$ where (3) first fails, or else the last state, the anchor.

For large quantum numbers, (3) has a classical reading. The scalar product of two vectors with fixed $z$ components is $m_1m_2$ plus the product of their transverse lengths times $\cos\varphi$, where $\varphi$ is the angle between their transverse parts. In $T$ this becomes approximately $\lambda_J-a_k\approx2b_k\cos\varphi$. Condition (3) then says $|\cos\varphi|\ge1$: the two vectors cannot form the required $J$ with these projections. The sign is carried through this forbidden region to about its border. A limiting case is $j_1=j_2=j$, $M=0$, $J=0$: there $b_k=(j+m_1)(j-m_1+1)$ and $b_{k-1}=(j+m_1+1)(j-m_1)$, so both sides of (3) equal $2j(j+1)-2m_1^2$ at every state, all components have the size $1/\sqrt{2j+1}$, and the anchor is the last state. The $b_k$ are integers in this case. Rounding does not disturb the comparison if each $b_k$ is taken as one square root of an exactly represented product. Formed as a product of two rounded roots, it can stop the search early, already at $j=5$. This does no harm here, since (4) holds up to any earlier state and all components have the same size.

In floating-point arithmetic a near-equality in (3) may be misjudged by a relative amount $\delta$. The last estimate then becomes $[b_k-\delta(b_k+b_{k-1})]|c_k|$, so for one such step the sign remains right if $\delta(b_k+b_{k-1})<b_k$.

## Why rotations are backward stable

A backward error is a change of the input matrix that would account for the computed result. Assume that each arithmetic operation has relative error at most $u$, the unit roundoff, and keep first order in $u$.

A plane rotation replaces two numbers $x,y$ by $\hat cx+\hat sy$ and $\hat cy-\hat sx$, where $\hat c,\hat s$ are a cosine and sine stored with relative error at most $u$. Their length $\rho=(\hat c^2+\hat s^2)^{1/2}$ differs from one by at most $u$, so replacing them by the exact rotation $\hat c/\rho,\hat s/\rho$ changes the result by at most $u\sqrt{x^2+y^2}$. Each new number involves a product and a sum, with error at most

$$2u(|\hat cx|+|\hat sy|)\le2u\sqrt{x^2+y^2},$$

and likewise for the other one. The pair contributes $2\sqrt2\,u\sqrt{x^2+y^2}$. The total factor is $(1+2\sqrt2)u<4u$.

Summing squares over all pairs gives an error of at most $4u\|A\|_F$ for a rotation from the left, and the same from the right. Here $\|A\|_F$ is the root of the sum of squared entries. One similarity step is therefore

$$A_i=R_iA_{i-1}R_i^T+F_i,\qquad\|F_i\|_F\le8u\|A_{i-1}\|_F,$$

with $R_i$ exactly orthogonal. Let $A_0=T$ and $Q_i=R_i\cdots R_1$. Unwinding $N$ steps gives

$$A_N=Q_N(T+E)Q_N^T,\qquad E=\sum_{i=1}^NQ_i^TF_iQ_i .$$

Orthogonal factors do not change the norm, so to first order, for $8Nu\ll1$,

$$\|E\|_F\le8Nu\|T\|_F. \tag{5}$$

The errors add and are not amplified. Setting a symmetric pair of off-diagonal entries $\epsilon$ to zero adds at most $\sqrt2|\epsilon|$. The eigenvectors are accumulated by the same rotations, with an additional error of at most $4Nu\sqrt n$ in the Frobenius norm.

In a single-precision test with $N=2000$ random rotations, $\|E\|_F$ was $13.2\,u\|T\|_F$, with $u$ for single precision; the bound is $16000\,u\|T\|_F$. Bound (5) is a worst case, not an estimate. A tridiagonal QL or QR routine arranges the same rotations in more economical formulas, for which the constant 8 has not been derived here. Its result is therefore judged by its residual.

## What the residual proves

Let $v$ be the computed column, normalized to unit length, and let

$$r=(T-\lambda_J)v=\alpha v+\beta w,$$

with $w$ a unit vector orthogonal to $v$. Define the symmetric matrix

$$E_v=-\alpha vv^T-\beta(vw^T+wv^T)+\alpha ww^T .$$

Since $E_vv=-\alpha v-\beta w=-r$, we have $(T+E_v)v=\lambda_Jv$. In the plane of $v$ and $w$,

$$E_v=\begin{pmatrix}-\alpha&-\beta\\-\beta&\alpha\end{pmatrix},\qquad E_v^2=(\alpha^2+\beta^2)\begin{pmatrix}1&0\\0&1\end{pmatrix},$$

so the spectral norm is $\|E_v\|_2=|r|$. No smaller change will do, because any suitable matrix must map the unit vector $v$ to $-r$. The relative backward error of the column is thus $\eta=|r|/\|T\|_2$. The matrix $E_v$ need not be tridiagonal, so $T+E_v$ need not belong to any pair of angular momenta.

For the error of the coefficients, expand $v=\sum_{J'}q_{J'}e_{J'}$ in the exact unit eigenvectors. Let $\theta$ be the angle between $v$ and the line of $e_J$, and $g_J$ the distance from $\lambda_J$ to the nearest other eigenvalue in the block. Then

$$|r|^2=\sum_{J'\ne J}(\lambda_{J'}-\lambda_J)^2q_{J'}^2\ge g_J^2\sum_{J'\ne J}q_{J'}^2=g_J^2\sin^2\theta .$$

The lower neighbour lies at distance $J(J+1)-(J-1)J=2J$, the upper one at $2J+2$. For $n>1$ this means

$$\sin\theta\le\frac{|r|}{g_J},\qquad g_J=\begin{cases}2J,&J>J_{\min}\\2J+2,&J=J_{\min}.\end{cases} \tag{6}$$

For $n=1$ the single coefficient is one. Since $\|T\|_2=(j_1+j_2)(j_1+j_2+1)$, (6) can also be written

$$\sin\theta\le\eta\,\frac{(j_1+j_2)(j_1+j_2+1)}{g_J}. \tag{7}$$

For $j_1=j_2=j$, $M=0$ and $J=0$ or 1, the gap is 2 and the amplification factor is $j(2j+1)$. A small backward error then permits a forward error that grows quadratically with $j$.

**Certifying the sign.** Choose the sign of $e_J$ so that $v\cdot e_J=\cos\theta\ge0$. Then

$$|v-e_J|^2=2(1-\cos\theta)\le2(1-\cos\theta)(1+\cos\theta)=2\sin^2\theta .$$

No component of $v$ is off by more than $\sqrt2\sin\theta$. Hence, if

$$|v_p|>\sqrt2\,|r|/g_J, \tag{8}$$

$v_p$ and the anchor component of $e_J$ have the same sign, and comparison with (4) fixes the sign of the column. If $r$ is evaluated in working precision, its own rounding error must be added to $|r|$. The bounds also assume that $v$ has exactly unit length. The stored column departs from unit length by an amount of order $u$, which must be added to the entry bound: in small blocks ($j_1,j_2\le3$) the error of the stored double-precision entries often exceeds $\sqrt2\,|r|/g_J$, by up to about $2\times10^{-16}$.

## The procedure

1. Form $a_k$ and $b_k$, and compute the eigenvectors with a symmetric tridiagonal solver.
2. Assign $J=J_{\min},\dots,j_1+j_2$ to the eigenvalues in rising order.
3. For each $J$, start with a positive sign at $k=0$ and follow (4) to the anchor. Reverse the column if its anchor component has the other sign.
4. Evaluate $|r|/g_J$ with the known $\lambda_J$, allowing for the rounding errors of $r$ and of the normalization. Accept the column if (8) holds and the entry bound $\sqrt2\,|r|/g_J$ meets the required absolute accuracy; otherwise use higher precision.

## A block of four states

Take $j_1=2$, $j_2=3/2$ and $M=-1/2$. The states have $m_1=1,0,-1,-2$ and $m_2=-3/2,-1/2,1/2,3/2$. Here the first state lies on the edge $m_2=-j_2$. With $j_1(j_1+1)+j_2(j_2+1)=6+3.75=9.75$,

$$a=(9.75-3,\;9.75,\;9.75-1,\;9.75-6)=(6.75,\,9.75,\,8.75,\,3.75),$$
$$b^2=(3\cdot2\cdot3\cdot1,\;2\cdot3\cdot2\cdot2,\;1\cdot4\cdot1\cdot3)=(18,24,12).$$

The computed eigenvalues are $0.75$, $3.75$, $8.75$ and $15.75$, as required for $J=1/2,\dots,7/2$. The largest corresponds to $J^2=15.75\,\hbar^2=1.752\times10^{-67}\ \mathrm{J^2\,s^2}$.

For $J=1/2$, recurrence (1) with $c_0=1$ gives

$$c_1=\frac{0.75-6.75}{\sqrt{18}}=-\sqrt2,\qquad c_2=\frac{(-9)(-\sqrt2)-\sqrt{18}}{\sqrt{24}}=\sqrt3,$$
$$c_3=\frac{(-8)\sqrt3-\sqrt{24}(-\sqrt2)}{\sqrt{12}}=-2 .$$

The last row of the eigenvalue equation is satisfied: $\sqrt{12}\sqrt3+(3.75-0.75)(-2)=0$. The squares sum to $1+2+3+4=10$, so the coefficients are $0.3162,-0.4472,0.5477,-0.6325$.

For the anchor, $|0.75-6.75|=6$ exceeds $b_0=4.243$, so the sign changes on going to $m_1=0$. There $|0.75-9.75|=9$ is less than $b_1+b_0=9.142$, and the search stops with a negative sign.

All sixteen coefficients follow from their squares, listed with the sign of the coefficient:

| $J$ | $m_1=1$ | $0$ | $-1$ | $-2$ |
|---|---|---|---|---|
| 1/2 | 1/10 | −1/5 | 3/10 | −2/5 |
| 3/2 | 2/5 | −1/5 | 0 | 2/5 |
| 5/2 | 27/70 | 3/35 | −5/14 | −6/35 |
| 7/2 | 4/35 | 18/35 | 12/35 | 1/35 |

The zero at $J=3/2$ shows that an arbitrary interior component cannot serve to fix the sign.

## Larger blocks

The next table gives the largest $\eta$, the largest $\sin\theta$ and the smallest anchor component over all $J$ in a block. Residuals and angles were evaluated with 50 digits; the eigenvectors were computed in double precision, $u=1.11\times10^{-16}$.

| $j_1,j_2,M$ | $n$ | $\eta$ | $\sin\theta$ | anchor |
|---|---|---|---|---|
| 5, 5, 0 | 11 | $3.9\times10^{-16}$ | $3.4\times10^{-15}$ | 0.30 |
| 40, 25.5, −10.5 | 52 | $7.4\times10^{-16}$ | $2.2\times10^{-14}$ | 0.15 |
| 50, 50, 0 | 101 | $1.5\times10^{-15}$ | $1.9\times10^{-12}$ | 0.10 |

In the last block the largest angle occurs at $J=1$, where $g_J=2$ and the residual bound is $2.6\times10^{-12}$. Inserting the largest $\eta$ in (7) gives the weaker bound $1.52\times10^{-15}\times10100/2=7.7\times10^{-12}$. In the second block the largest angle is at $J=37.5$, not at the smallest gap, $g_J=31$, which $J=14.5$ and $J=15.5$ share. Inequality (6) is only a bound, and the residual varies from column to column: at $J=37.5$ the residual bound $3.11\times10^{-14}$ with $g_J=75$ means $|r|=2.3\times10^{-12}$, while the largest bound in the block, $3.35\times10^{-14}$, limits $|r|$ to about $1.04\times10^{-12}$ where $g_J=31$.

The largest residual bound in the last block is $3.0\times10^{-12}$, so (8) holds for every column whose anchor component exceeds $4.3\times10^{-12}$. The smallest one is about 0.10, and every sign is certified. The numerical check also confirms the signs against coefficients built in integer arithmetic with the ladder operators.

The first component at $J=100$, $M=0$ is $3.3\times10^{-30}$, far below $u$. The bounds above guarantee neither its computed sign nor any of its digits. Even so, the signs read directly from the computed first components were right for all 101 columns, and in the two smaller blocks as well. This is an observation about one solver (the QL/QR routine stev of LAPACK) and three blocks, and the error analysis does not explain it. It carries over neither to every solver nor to every block. In the largest block the routine stemr returned 15 first components as zero, so no sign could be read from them, and a dense symmetric solver returned 9 with the wrong sign. With stev itself, one of the 102 first components at $j_1=80$, $j_2=50.5$, $M=-20.5$ did not come out positive. A calculation that divides by such a coefficient, or needs its relative accuracy, requires a method with a componentwise error bound or more digits. If coefficients enter only through sums with moderate weights, the absolute bound $|v-e_J|\le\sqrt2\,|r|/g_J$, which follows from (6), is the relevant one.

## Computed results

```
Example: j1=2.0, j2=1.5, M=-0.5 (dimensionless)
m1 of states: [ 1.  0. -1. -2.]
m2 of states: [-1.5 -0.5  0.5  1.5]
diagonal of J^2 (hbar^2): [6.75 9.75 8.75 3.75]
squared off-diagonal (hbar^4): [18. 24. 12.]
off-diagonal (hbar^2): [4.242641 4.898979 3.464102]
computed eigenvalues (hbar^2): [ 0.75  3.75  8.75 15.75]
J=1/2 coefficients: [ 0.316228 -0.447214  0.547723 -0.632456]
  exact sign*square: 1/10, -1/5, 3/10, -2/5
  anchor at m1=0, sign there -1
J=3/2 coefficients: [ 0.632456 -0.447214 -0.        0.632456]
  exact sign*square: 2/5, -1/5, 0, 2/5
  anchor at m1=1, sign there +1
J=5/2 coefficients: [ 0.621059  0.29277  -0.597614 -0.414039]
  exact sign*square: 27/70, 3/35, -5/14, -6/35
  anchor at m1=1, sign there +1
J=7/2 coefficients: [0.338062 0.717137 0.58554  0.169031]
  exact sign*square: 4/35, 18/35, 12/35, 1/35
  anchor at m1=0, sign there +1
hbar^2 = 1.112122e-68 J^2 s^2
largest J^2 = 1.751592e-67 J^2 s^2
Sweep j1,j2<=4: 7720 coefficients compared
  largest absolute error = 1.6e-15
Single-precision rotations: N = 2000
  |E|_F/(u|T|_F) = 13.2, bound 16000
double-precision unit roundoff u = 1.110e-16
Block j1=5.0, j2=5.0, M=0.0, size 11
  largest |r|/|T| = 3.92e-16
  largest sin(theta) = 3.42e-15 at J=0.0
  residual bound at that J = 1.31e-14
  largest residual bound = 1.31e-14
  smallest anchor component = 0.3015
  smallest exact end component = 2.326e-03
  wrong or zero computed end signs = 0 of 11
Block j1=40.0, j2=25.5, M=-10.5, size 52
  largest |r|/|T| = 7.39e-16
  largest sin(theta) = 2.17e-14 at J=37.5
  residual bound at that J = 3.11e-14
  largest residual bound = 3.35e-14
  smallest anchor component = 0.1467
  smallest exact end component = 3.205e-09
  wrong or zero computed end signs = 0 of 52
Block j1=50.0, j2=50.0, M=0.0, size 101
  largest |r|/|T| = 1.52e-15
  largest sin(theta) = 1.90e-12 at J=1.0
  residual bound at that J = 2.60e-12
  largest residual bound = 3.03e-12
  smallest anchor component = 0.0995
  smallest exact end component = 3.323e-30
  wrong or zero computed end signs = 0 of 101
End component at J=100, M=0: 3.323e-30
```
